\section*{Why Double Alignment Suppresses Backscattering: Two Filters on One Nucleus}

\section{The result}

An ion can backscatter from a crystal only if it reaches a nucleus. When the beam is aligned with an atomic axis $a$, the rows steer most ions away from the nuclei. When the detector is aligned with another axis $b$, the rows along $b$ turn aside most of the ions that start from a nucleus towards it. An ion must pass both filters to be counted, so two small probabilities multiply.

Let $\chi_a$ and $\chi_b$ be the yields with only the beam or only the detector aligned, and $\chi_{ab}$ the yield with both aligned, each divided by the yield for random directions. Behind the surface layer,
\begin{equation}
\chi_{ab}\simeq\chi_a\chi_b\left[1+s_as_b\,\frac{1+\cos^2\theta}{2}\right],
\label{main}
\end{equation}
where $\theta$ is the angle between the axes. The number $s$, defined below, measures how strongly collisions favour atoms displaced from their row. The bracket is there because the two filters act on the same displaced nucleus and so are not fully independent. The product rule $\chi_{ab}\approx\chi_a\chi_b$ gives the scale, and the bracket says how good it is.

For 2 MeV helium entering silicon along [001] and detected along [101], a trajectory model gives $\chi_a=0.029$, $\chi_b=0.021$ and $\chi_{ab}=6.6\times10^{-4}$. The yield falls by a factor of 35 with the beam aligned and by about 1500 with both aligned. The bracket is 1.09.

\section{Yield as flux at a nucleus}

Write $e^2$ for the squared elementary charge divided by $4\pi\varepsilon_0$. For an ion of charge number $Z_1$ and energy $E$ and an atom of charge number $Z_2$, scattering through a large angle needs an impact parameter of order $Z_1Z_2e^2/E$ or less. Here this length is about $2\times10^{-5}$ nm, whereas the thermal displacement of an atom has a one-dimensional rms value $\sigma=0.0075$ nm. On the scale of the vibrations, the ion must hit a point.

The collision rate is therefore proportional to the ion flux at the nucleus. Let $F_a(r)$ be the flux at distance $r$ from a row along $a$, in units of the flux for random incidence. It is assumed not to depend on the direction around the row. In the silicon example, including that dependence changes the ratio $\chi_{ab}/\chi_a\chi_b$ by less than 0.01. If the struck atom is displaced by $\mathbf u$, its distance from the row is $r_a=|\mathbf u_{\perp a}|$, and
\begin{equation}
\chi_a=\langle F_a(r_a)\rangle .
\end{equation}
The average is over an isotropic Gaussian distribution of $\mathbf u$. Atoms are taken to vibrate independently, so the arriving ion carries no information about the displacement of the atom it is about to meet.

\section{Why a row protects its atoms}

An ion at a small angle $\boldsymbol\psi$ to a row passes many atoms in succession. Replace them by their potential energy averaged along the row, $U(\mathbf r)$. The transverse momentum is $p\boldsymbol\psi$ and its rate of change is $-\nabla U$. Since $dt=dz/v$ and $pv=2E$,
\begin{equation}
\frac{d\mathbf r}{dz}=\boldsymbol\psi,\qquad
\frac{d\boldsymbol\psi}{dz}=-\frac{\nabla U}{2E}.
\label{motion}
\end{equation}
The transverse energy $E_\perp=E\psi^2+U$ is then conserved:
\begin{equation}
\frac{dE_\perp}{dz}=2E\,\boldsymbol\psi\cdot\frac{d\boldsymbol\psi}{dz}
+\nabla U\cdot\boldsymbol\psi=0 .
\end{equation}
An ion entering parallel to the row at distance $r_{\rm in}$ has $E_\perp=U(r_{\rm in})$. Because $U$ rises towards the row and $E\psi^2\ge0$, an ion that enters close to a row can never come much closer to any row than $r_{\rm in}$. Ions that enter farther out can approach a row somewhat more closely than they entered, because neighbouring rows also shape the potential, but they still stay well away from the nuclei. To hit a nucleus at a small distance $r$ from its row, an ion must have entered within about $r$ of some row, and few ions do.

To turn this into a number, assume that ions of given $E_\perp$ fill all the transverse phase space open to them. Their density in position is then
\begin{equation}
\int d^2\psi\;\delta(E\psi^2+U-E_\perp)
=\pi\int_0^\infty d(\psi^2)\,\delta(E\psi^2+U-E_\perp)=\frac{\pi}{E}
\end{equation}
wherever $U<E_\perp$, and zero elsewhere. It does not depend on position, so the accessible area is uniformly populated.

Let each row own an area $\pi r_0^2$, treated as a disc. The fraction of ions entering between $r'$ and $r'+dr'$ is $2r'dr'/r_0^2$. They spread over the area $\pi(r_0^2-r'^2)$, which raises their density by $r_0^2/(r_0^2-r'^2)$. Ions with $r'<r$ contribute at $r$:
\begin{equation}
F(r)=\int_0^r\frac{2r'\,dr'}{r_0^2-r'^2}
=-\ln\!\left(1-\frac{r^2}{r_0^2}\right)\simeq\frac{r^2}{r_0^2}.
\label{flux}
\end{equation}
The shape of the potential has dropped out, because $U$ served only to rank positions by distance. With $t=r^2/r_0^2$, the average over the cell is
\begin{equation}
\int_0^1[-\ln(1-t)]\,dt=\big[(1-t)\ln(1-t)+t\big]_0^1=1 .
\end{equation}
The flux removed from the rows reappears in the channels between them.

Two transverse components contribute $\langle r^2\rangle=2\sigma^2$, so for $\sigma\ll r_0$
\begin{equation}
\chi\simeq\frac{2\sigma^2}{r_0^2}.
\label{single}
\end{equation}
In silicon $r_0=0.1083$ nm for [001] and 0.1288 nm for [101]. Hence
\begin{equation}
\chi_a=\frac{2(0.0075)^2}{(0.1083)^2}=0.0096,\qquad
\chi_b=\frac{2(0.0075)^2}{(0.1288)^2}=0.0068 .
\end{equation}
Their smallness is geometrical: the thermal spread of a row covers a small part of the area that the row owns.

\section{Why blocking is the same filter}

Now let ions start from a nucleus in all directions. The equations of motion (\ref{motion}) conserve volume in the space $(\mathbf r,\boldsymbol\psi)$, because the velocity $\boldsymbol\psi$ does not depend on $\mathbf r$ and the deflection rate does not depend on $\boldsymbol\psi$. The flow has no divergence.

Take a source at $\mathbf r_b$ that emits $c$ ions per unit solid angle. Denote surface quantities by the index $s$. With $d^2r\,d^2\psi=d^2r_s\,d^2\psi_s$, the number leaving in a small solid angle $d^2\psi_s$ about the axis is
\begin{equation}
c\,d^2\psi_s\int d^2r_s\;\delta\big(\mathbf r(\mathbf r_s,\boldsymbol\psi_s)-\mathbf r_b\big).
\end{equation}
Without rows the integral would be 1. With rows it is the density produced at $\mathbf r_b$ by tracing a uniform set of surface points backwards. By time reversal this is the flux at $\mathbf r_b$ of a beam sent in along the detector direction. The escape probability relative to random emission is therefore $F_b(r_b)$, evaluated at the exit energy if energy loss along the path is neglected. Here the exit energy is 1.225 MeV.

The two sides of this equality can be computed separately. For [101], a half-angle of $0.4^\circ$ and paths of 30 to 70 nm, following ions outwards from vibrating atoms gives a yield of 0.0299. Sending a beam inwards gives 0.0305. Only about a hundred of the emitted ions are inside the cone at any one depth. The difference of 2 per cent is smaller than the resulting counting noise, so the closeness is partly luck. The test allows a difference of 25 per cent.

The incoming and outgoing ion pass different neighbours when the axes differ, and those neighbours vibrate independently. What the two paths share is the struck atom:
\begin{equation}
\chi_{ab}=\langle F_a(r_a)F_b(r_b)\rangle .
\label{joint}
\end{equation}
If the two distances were independent, this would be $\chi_a\chi_b$.

\section{What the shared nucleus changes}

Put $a$ along $z$ and $b$ in the $xz$ plane, and let $\mathbf u=(x,y,z)$. The in-plane component perpendicular to $b$ is $w=x\cos\theta-z\sin\theta$, so
\begin{equation}
r_a^2=x^2+y^2,\qquad r_b^2=w^2+y^2 .
\end{equation}
The component $y$, normal to both axes, appears in both distances. The components $x$ and $w$ each have variance $\sigma^2$ and are correlated, $\langle xw\rangle=\sigma^2\cos\theta$. For Gaussian variables $\langle x^2w^2\rangle=\sigma^4+2\langle xw\rangle^2$ and $\langle y^4\rangle=3\sigma^4$. Therefore
\begin{align}
\langle r_a^2r_b^2\rangle
&=\langle x^2w^2\rangle+\langle x^2y^2\rangle+\langle y^2w^2\rangle+\langle y^4\rangle\nonumber\\
&=\sigma^4\big[(1+2\cos^2\theta)+1+1+3\big]
=\sigma^4(6+2\cos^2\theta).
\end{align}
If $F\propto r^2$ for both axes, division by $\langle r_a^2\rangle\langle r_b^2\rangle=4\sigma^4$ gives
\begin{equation}
\frac{\chi_{ab}}{\chi_a\chi_b}=1+\frac{1+\cos^2\theta}{2}.
\label{cont}
\end{equation}
This is $3/2$ for perpendicular axes and $7/4$ at $45^\circ$. The full logarithm in (\ref{flux}) changes the latter to 1.763. As the axes merge, the formula tends to 2. For a common axis, however, the ion returns past the same neighbours, so the independence behind (\ref{joint}) is lost and the value 2 accounts for the struck atom alone.

The profile need not be quadratic. Let $q=r^2/2\sigma^2$, which has the probability density $e^{-q}$. The Laguerre polynomials $L_n(q)$ are orthonormal with this weight, so a square-integrable profile can be written $F=\sum_nc_nL_n(q)$. Since $L_0=1$ and $L_1=1-q$,
\begin{equation}
c_0=\chi,\qquad c_1=\langle F(1-q)\rangle=-\chi s,\qquad
s=\frac{\langle Fr^2\rangle}{2\sigma^2\langle F\rangle}-1 .
\end{equation}
Thus $1+s$ is the mean square distance from the row of the atoms that are hit, relative to that of all atoms.

The averages of products follow from the generating function
\begin{equation}
\sum_nt^nL_n(q)=\frac{e^{-\alpha q}}{1-t},\qquad \alpha=\frac{t}{1-t}.
\end{equation}
Use $t,\alpha$ for axis $a$ and $t',\alpha'$ for axis $b$. For two Gaussian variables $g,g'$ of unit variance and correlation $\rho$,
\begin{align}
\left\langle e^{-(\alpha g^2+\alpha'g'^2)/2}\right\rangle
&=\big[(1+\alpha)(1+\alpha')-\rho^2\alpha\alpha'\big]^{-1/2}\nonumber\\
&=\left[\frac{1-\rho^2tt'}{(1-t)(1-t')}\right]^{-1/2}.
\end{align}
The pair $(x,w)$ has $\rho=\cos\theta$, and the shared component $y$ has $\rho=1$. Multiplying the two factors and dividing by $(1-t)(1-t')$ gives
\begin{equation}
\sum_{n,m}t^nt'^m\langle L_n(q_a)L_m(q_b)\rangle
=\frac{1}{\sqrt{(1-tt')(1-tt'\cos^2\theta)}} .
\end{equation}
The right side depends only on the product $tt'$, so terms with $n\ne m$ vanish. Its coefficient of $tt'$ is $(1+\cos^2\theta)/2$. Hence
\begin{equation}
\chi_{ab}=\chi_a\chi_b\left[1+s_as_b\frac{1+\cos^2\theta}{2}\right]
+\text{terms with }n\ge2 ,
\end{equation}
which is (\ref{main}) when the profile is nearly linear in $r^2$ over the vibration amplitude. Smoothness alone is not enough: for $F\propto r^4$ and axes at $45^\circ$, the full ratio is 4.59, whereas the bracket gives 4.

For $F\propto r^2$, $s=\langle q^2\rangle-1=1$ and (\ref{cont}) returns. For a flat profile $s=0$ and the product rule holds. If $F$ increases with $r$, then $s>0$: with $q'$ an independent copy of $q$,
\begin{equation}
\chi s=\langle Fq\rangle-\langle F\rangle\langle q\rangle
=\tfrac12\big\langle[F(q)-F(q')](q-q')\big\rangle>0 .
\end{equation}
The first correction then raises the yield. An atom far out from one row tends to be far out from the other, and so is exposed on both sides.

\section{How well the assumptions hold}

The formulas can be compared with trajectories through the actual arrangement of rows. The atoms have Moli\`ere screening with a length of 0.0194 nm. In a first calculation the rows are static and continuous, and the ions are prepared so that they fill the available phase space. The yields are then 1.00 and 0.95 times formula (\ref{single}) for [001] and [101], and the correction factor is 1.73 against 1.75. The 5 per cent deficit for [101] is nearly three times its statistical error. It does not come from the arrangement of the rows. For any arrangement, filled phase space gives $F=-\ln(1-g)$, where $g$ is the fraction of the area in which the potential exceeds its value at the point considered. The thermal average of this is 1.01 times the formula for both axes, so the deficit is an error of tracking or counting.

A parallel beam behaves differently. Over paths of 300 to 900 nm its yields are 1.56 and 1.33 times the formula. Conserved transverse energy is thus not enough to guarantee filling, and on these paths the beam has not filled its phase space uniformly. The calculation does not show what prevents the filling. The correction factor hardly changes, at 1.71, because a common amplitude in $F$ cancels from the ratio and $s$ stays at 0.98.

The more realistic calculation gives the ion a separate impulse at each atom and displaces every atom thermally. For depths of 100 to 300 nm and exit paths of 141 to 424 nm,
\begin{equation}
\chi_a=0.0289\pm0.0008,\qquad \chi_b=0.0208\pm0.0003 .
\end{equation}
Both are about three times the estimate (\ref{single}). They are averages over a window in which the yields still grow with depth: from its shallow to its deep end, $\chi_b$ rises from about 0.018 to 0.024 and $\chi_{ab}$ from about $6\times10^{-4}$ to $8\times10^{-4}$. A screening length of 0.0157 nm, another common choice, lowers $\chi_a$ by roughly 10 per cent, a shift known only to about half its size. The values of $s$ fall to 0.39 and 0.32, so
\begin{equation}
1+0.39\times0.32\times\frac{1+0.5}{2}=1.09 .
\end{equation}
The full average gives $\chi_{ab}=(6.6\pm0.2)\times10^{-4}$. Divided by the product $6.0\times10^{-4}$, this is also 1.09. The agreement shows that the terms with $n\ge2$ are small here. It does not test the independence of the two paths, which both numbers assume through (\ref{joint}). Here the product rule is good to about 9 per cent, although for static rows it would miss a factor of 1.7.

A simple estimate shows how vibrations can do this. Suppose the ion is steered by neighbours whose effective displacement $\boldsymbol\delta$ has mean square $2\eta\sigma^2$. The distance that matters is then $|\mathbf r-\boldsymbol\delta|$, and
\begin{equation}
F\propto\langle|\mathbf r-\boldsymbol\delta|^2\rangle_\delta=r^2+2\eta\sigma^2 .
\end{equation}
The yield rises by the factor $1+\eta$. Since $F\propto q+\eta$,
\begin{equation}
s=\frac{2+\eta}{1+\eta}-1=\frac1{1+\eta}.
\end{equation}
The same blurring that weakens each filter makes the two more nearly independent. This estimate reproduces the direction of both changes. It has not been tested as a quantitative account of them.

\section{When the second factor is lost}

Blocking acts within a narrow cone. Its scale is the critical angle $\psi_1$, defined by $E\psi_1^2=2Z_1Z_2e^2/d$ with $d$ the atomic spacing along the row. It is $0.49^\circ$ for the incoming beam and $0.75^\circ$ for the outgoing ions. In the reversed picture, a detector angle $\psi$ adds $E\psi^2$ to the transverse energy. At $0.2^\circ$ this is
\begin{equation}
1.225\times10^6\ \mathrm{eV}\times(0.00349)^2\approx15\ \mathrm{eV},
\end{equation}
small beside the row potential of 284 eV at distance $\sigma$. At $2^\circ$ it is a hundred times larger and exceeds that barrier.

With the beam direction held fixed, a detector of half-angle $0.2^\circ$ gives $\chi_{ab}=7.2\times10^{-4}$. A half-angle of $2^\circ$ gives $\chi_b=0.87$ and $\chi_{ab}=0.025$. The second filter has almost gone, and the total suppression is 40 instead of about 1500.

Defects add a second limit. Suppose fractions $D_a$ and $D_b$ of the ions have been scattered out of alignment on the way in and out, and behave as random. Each profile becomes $D+(1-D)F$. Inserting this in (\ref{joint}) and writing $\chi'=D+(1-D)\chi$,
\begin{equation}
\chi'_{ab}=\chi'_a\chi'_b+(1-D_a)(1-D_b)(\chi_{ab}-\chi_a\chi_b).
\end{equation}
For $D\gg\chi$ this tends to $D_aD_b$. The yields still multiply, but the suppression is now set by damage.

Atoms knocked off their sites act differently. If a small fraction $n_d$ sits where both fluxes are near 1, it adds about $n_d$ to the yield, not $n_d^2$. It equals the perfect-crystal background at $n_d\approx0.029$ in single alignment, but at $n_d\approx6.6\times10^{-4}$ in double alignment. This is why double alignment can reveal weak residual damage after implantation and annealing, provided that dechannelling is small and the count rate is sufficient.

Electrons also scatter the ion. Treat the electrons as free and initially at rest. One that receives energy $T$ takes momentum of at most $\sqrt{2mT}$ across the path. For an ion of mass $M$ the resulting mean square deflection is at most $2mT/(2ME)$, so the transverse energy rises on average by at most $(m/M)T$. With a Bethe estimate of the energy loss, the totals are 11 eV inwards and 20 eV outwards at the deepest point. These are less than a tenth of the row potentials at $\sigma$, 201 and 284 eV. The yields quoted above leave this scattering out, and it is not negligible. Random deflections of this full size, added along the trajectories, raise $\chi_b$ by about 15 per cent. The change in $\chi_a$ stays within a statistical error of about 5 per cent. The energy gain grows with path length.

\section{The real measurement}

The vibration amplitude used here is a rough room-temperature value. A good silicon crystal shows a single-alignment yield of roughly 3 per cent along [001], close to the model's 0.029. The detector must be narrow: in this example a half-angle of $2^\circ$ raises $\chi_{ab}$ about 38-fold. Surface atoms, oxide and contamination are not shadowed, and give a separate peak if the energy resolution suffices. The calculation also leaves out scattering by electrons, correlated vibrations, beam divergence and existing damage, so the factor of 1500 belongs to a perfect crystal and narrow angles. The numerical output gives the remaining values.

\section*{Computed values}
\begin{verbatim}
beam energy 2.00 MeV; exit energy 1.225 MeV (K = 0.612)
angle between axes 45 deg; scattering angle 135 deg
lattice constant 0.5431 nm; vibration sigma 0.0075 nm; screening 0.0194 nm
in [001]: spacing d 0.5431 nm; area per row 0.03687 nm2; r0 0.1083 nm
in [001]: critical angle psi1 0.494 deg; U(sigma) 201 eV
out [101]: spacing d 0.3840 nm; area per row 0.05214 nm2; r0 0.1288 nm
out [101]: critical angle psi1 0.750 deg; U(sigma) 284 eV
-- equilibrium formulas, static continuous rows
chi_a 0.00959; chi_b 0.00678; product 6.498e-05
correction factor 1.750; chi_ab 1.137e-04
factor with full logarithm, axes at 45 deg: 1.763
factor with full logarithm, axes at 90 deg: 1.508
factor with full logarithm, axes at 180 deg: 2.017
-- trajectories, static continuous rows, filled phase space, path 0 to 600 nm
chi_a 0.00956 +- 0.00019; chi_b 0.00647 +- 0.00011
relative to formula: a 1.00; b 0.95
chi_ab 1.07e-04 +- 2.5e-06; factor 1.73
sharpness s_a 0.99; s_b 0.99
-- trajectories, static continuous rows, parallel beam, path 300 to 900 nm
chi_a 0.01492 +- 0.00015; chi_b 0.00900 +- 0.00011
relative to formula: a 1.56; b 1.33
chi_ab 2.30e-04 +- 3.8e-06; factor 1.71
sharpness s_a 0.98; s_b 0.98
-- trajectories, discrete vibrating atoms, parallel beam
depth window 100 to 300 nm; exit path 141 to 424 nm
chi_a 0.0289 +- 0.0008; chi_b 0.0208 +- 0.0003
product 6.02e-04; chi_ab 6.58e-04 +- 2.1e-05
sharpness s_a 0.39; s_b 0.32
factor from full average 1.093; from s_a, s_b 1.094
suppression: single (a) 35 times; double 1521 times
-- blocking against reversed channelling, [101], half-angle 0.4 deg, path 30 to 70 nm
emission yield 0.0299; reversed-beam yield 0.0305
-- detector half-angle
0.2 deg: chi_b 0.0226; chi_ab 7.24e-04
2.0 deg: chi_b 0.866; chi_ab 2.52e-02
-- electrons (neglected), deepest point of the window
energy loss in 82 keV; out 144 keV
transverse energy gain at most: in 11 eV; out 20 eV
\end{verbatim}
